# Gate voltage that fully depletes a thin oxide-semiconductor film

## The problem

An n-type semiconductor film of thickness $t=50$ nm contains $N=10^{17}$ ionized donors per cubic centimetre, spread uniformly. Its relative permittivity is 10. It lies on 100 nm of silicon dioxide, relative permittivity 3.9, and a metal gate lies beneath the oxide. Source and drain contacts touch the film and are both grounded. What gate voltage, counted from flat band, just depletes the whole film?

Flat band is the condition in which the film is neutral and no field crosses it or enters it from the oxide. The gate voltage that produces it, $V_{\rm FB}$, depends on the gate metal and on fixed charge at the interface. Write

$$V=V_G-V_{\rm FB}.$$

Let $x$ run upward from the oxide interface, $x=0$, to the back surface of the film, $x=t$. The potential $\psi(x)$ is zero in neutral film connected to the grounded contacts. The gate and film are wide compared with their thicknesses, so the problem is one-dimensional. The back surface carries no charge and no field leaves through it. Traps and holes are omitted at first.

"Depleted" needs a definition, because thermal electrons never vanish completely. The depletion approximation treats each part of the film as either neutral or empty of electrons, with a sharp edge between. The film is fully depleted when this edge reaches $x=t$.

## A first estimate by scaling

A negative gate repels electrons and uncovers positive donors. Full depletion uncovers a charge per area

$$Q=qNt,$$

where $q$ is the positive elementary charge. With $t=5\times10^{-6}$ cm,

$$Q=(1.6022\times10^{-19}\ \text{C})(10^{17}\ \text{cm}^{-3})(5\times10^{-6}\ \text{cm})=0.0801\ \mu\text{C/cm}^2.$$

The gate holds the opposite charge, so every field line crosses the whole oxide. The oxide capacitance per area is its permittivity divided by its thickness:

$$C_{\rm ox}=\frac{\epsilon_{\rm ox}}{t_{\rm ox}}=0.03453\ \mu\text{F/cm}^2.$$

The oxide voltage is therefore of size

$$\frac{Q}{C_{\rm ox}}=\frac{0.0801}{0.03453}\ \text{V}=2.32\ \text{V}.$$

The field lines also cross some of the film. If all the donor charge lay at the interface, they would cross none of it. If it all lay at the back, they would cross the full thickness and add

$$\frac{Qt}{\epsilon_s}=\frac{qNt^2}{\epsilon_s}=0.45\ \text{V},$$

where $\epsilon_s=8.854\times10^{-13}$ F/cm is the film permittivity. The real charge lies between these extremes, so the required magnitude lies between 2.32 V and 2.77 V. The sign is negative, because electrons must be repelled. Fixing the value within this range requires the distribution of charge in the film.

## Exact solution of the depletion model

**Potential in the film.** Suppose first that the depletion edge is at $w\leq t$. The charge density is $qN$ for $0<x<w$ and zero beyond. Poisson's equation in the depleted part is

$$\frac{d^2\psi}{dx^2}=-\frac{qN}{\epsilon_s}.$$

The neutral film has zero potential and zero field. Both are continuous at the edge, which carries no sheet of charge, so $\psi(w)=0$ and $\psi'(w)=0$. Integrating from $x$ to $w$ gives

$$\psi'(w)-\psi'(x)=-\frac{qN}{\epsilon_s}(w-x),$$

and, since $\psi'(w)=0$,

$$\psi'(x)=\frac{qN}{\epsilon_s}(w-x).$$

A second integration over the same interval gives

$$\psi(w)-\psi(x)=\frac{qN}{\epsilon_s}\int_x^w(w-x')\,dx'=\frac{qN}{2\epsilon_s}(w-x)^2.$$

With $\psi(w)=0$,

$$\psi(x)=-\frac{qN}{2\epsilon_s}(w-x)^2,\qquad \psi(0)=-\frac{qNw^2}{2\epsilon_s}.$$

The potential is lowest at the interface. Electrons have negative charge, so their energy is highest there, as repulsion by the gate requires.

**Potential across the oxide.** With no extra interface charge, the product of permittivity and potential slope is continuous at $x=0$. The slope in the oxide is thus

$$\psi'_{\rm ox}=\frac{\epsilon_s\psi'(0)}{\epsilon_{\rm ox}}=\frac{qNw}{\epsilon_{\rm ox}}.$$

The oxide contains no charge in this model, so the slope is constant. From gate to interface the potential rises by

$$\psi(0)-V=\frac{qNw}{\epsilon_{\rm ox}}t_{\rm ox}=\frac{qNw}{C_{\rm ox}}.$$

Solving for $V$ and inserting $\psi(0)$ gives

$$V(w)=-\left[\frac{qNw}{C_{\rm ox}}+\frac{qNw^2}{2\epsilon_s}\right].$$

Fixed interface charge would change the oxide field by the same amount at flat band and at depletion. It moves both gate voltages equally and leaves $V$ unchanged. For example, $10^{11}$ positive charges per square centimetre shift $V_{\rm FB}$ by $-0.464$ V.

**Full depletion.** Put $w=t$. The film drop is

$$\frac{qNt^2}{2\epsilon_s}=\frac{(8.01\times10^{-8})(5\times10^{-6})}{2(8.854\times10^{-13})}\ \text{V}=0.226\ \text{V}.$$

Adding the oxide drop,

$$V_{\rm dep}=-(2.320+0.226)\ \text{V}=-2.546\ \text{V}.$$

The answer is about $-2.55$ V from flat band. It is an absolute gate voltage only when $V_{\rm FB}=0$.

**Partial depletion.** The same relation gives the edge position at a smaller voltage. Multiply $|V|=qNw/C_{\rm ox}+qNw^2/(2\epsilon_s)$ by $2\epsilon_s/(qN)$ and define $a=\epsilon_s/C_{\rm ox}$:

$$w^2+2aw-\frac{2\epsilon_s|V|}{qN}=0.$$

The positive root is

$$w=-a+\sqrt{a^2+\frac{2\epsilon_s|V|}{qN}}.$$

Here $a=256.4$ nm. At $V=-1$ V the second term under the root is about $11\,050$ nm$^2$, so

$$w=\left(-256.4+\sqrt{256.4^2+11\,050}\right)\text{nm}\approx20.7\ \text{nm}.$$

Thus 39% of the full-depletion voltage depletes 41% of the film. The near proportionality follows from the large oxide drop, which is linear in $w$.

## Comparison with the estimate

The oxide-only estimate gives 2.32 V, which is 8.9% below the magnitude found from the full depletion model. The upper estimate, 2.77 V, is 8.9% above it. The answer lies midway because the mean distance of uniform charge from the interface is $t/2$.

The ratio of the film drop to the oxide drop is

$$\frac{qNt^2/(2\epsilon_s)}{qNt/C_{\rm ox}}=\frac{tC_{\rm ox}}{2\epsilon_s}=\frac{t}{2a}=0.098.$$

It does not contain the donor density. When $t\ll2a$, the voltage approaches $-qNt/C_{\rm ox}$ and grows linearly with film thickness. When $t\gg2a$, it approaches $-qNt^2/(2\epsilon_s)$, provided the depletion model still holds. A thin oxide makes $a$ small and can in principle bring a thin film into this second limit. For the present film that takes about 1 nm of silicon dioxide, which leaks by tunnelling, so in practice a thicker insulator of higher permittivity would be needed. Thickening the present film at fixed doping would raise its band bending as $t^2$. For a gap near 3 eV the bending approaches the gap at about 175 nm, where $t/2a$ is only about 0.35. In equilibrium, holes would therefore invalidate the model well before $t\gg2a$ is reached on this oxide.

## How empty is the depleted film?

At finite temperature the depletion edge is blurred. Both contacts are grounded, so the electrons share one Fermi level. In the non-degenerate regime their density is

$$n(x)=N\exp\left[\frac{q\psi(x)}{kT}\right],$$

and the charge density becomes $\rho=q(N-n)$. The width of the blur is set by the Debye length

$$L_D=\sqrt{\frac{\epsilon_s kT}{q^2N}}=11.95\ \text{nm}$$

at 300 K. This is almost a quarter of the film thickness, so the electron tail needs calculation.

First relate the gate voltage to an arbitrary charge distribution. Zero field at the back gives

$$\psi'(x)=\frac{1}{\epsilon_s}\int_x^t\rho(x')\,dx'.$$

Integrate this over the film and exchange the order of integration. A charge at $x'$ contributes to the slope at every $x$ from 0 to $x'$, a length $x'$. Therefore, with $\psi_b=\psi(t)$,

$$\psi(0)=\psi_b-\frac{1}{\epsilon_s}\int_0^t x\rho(x)\,dx.$$

Subtracting the oxide drop gives

$$V=\psi_b-\int_0^t\rho(x)\left(\frac{1}{C_{\rm ox}}+\frac{x}{\epsilon_s}\right)dx.$$

The donor part of the integral is $|V_{\rm dep}|$. Separating it from the electron part,

$$V=V_{\rm dep}+\psi_b+q\int_0^t n(x)\left(\frac{1}{C_{\rm ox}}+\frac{x}{\epsilon_s}\right)dx.$$

At $V=V_{\rm dep}$ the last two terms must cancel. The back potential is then slightly negative, and some electrons remain.

Poisson's equation with $\rho=q(N-n)$ was integrated numerically from the back surface, starting with zero slope and a trial $\psi_b$. The trial value was adjusted until the gate voltage equalled $V_{\rm dep}$. At 300 K this gives $\psi_b=-0.066$ V. The electrons left are 2.45% of the number at flat band, or $1.22\times10^{10}$ cm$^{-2}$. At 350 K the fraction is 2.80% at the same $V$, counted from the flat band of that temperature. Flat band itself moves, because the Fermi level lies $kT\ln(N_c/N)$ below the conduction band, where $N_c$ is the effective density of conduction-band states. For an effective mass of 0.34 electron masses this depth grows from 0.101 to 0.125 eV and lowers $V_{\rm FB}$ by about 0.024 V. At fixed $V_G$ the fraction is then about 3.5%, if the metal work function and the electron affinity are taken as constant. A formal calculation at 30 K, with all donors kept ionized, gives 0.32%, showing the approach to a sharp edge.

Beyond full depletion the remaining electrons can be found analytically. When they contribute little charge, the donors fix the potential profile:

$$\psi(x)=\psi_b-\frac{qN}{2\epsilon_s}(t-x)^2.$$

Substitution into the Boltzmann factor gives

$$n(x)=N e^{q\psi_b/kT}\exp\left[-\frac{(t-x)^2}{2L_D^2}\right].$$

The electrons gather at the back. Since $t$ is more than four Debye lengths, the Gaussian integral can be extended to infinity with little error. The fraction left is

$$f=\frac{1}{Nt}\int_0^t n\,dx\approx\frac{L_D}{t}\sqrt{\frac{\pi}{2}}\,e^{q\psi_b/kT}=0.30\,e^{q\psi_b/kT}.$$

For $f=0.001$ and $kT/q=0.02585$ V, this gives $\psi_b=-0.147$ V. The remaining electrons add about $0.001\times2.77=0.003$ V to $V$, so

$$V\approx(-2.546-0.147+0.003)\ \text{V}=-2.690\ \text{V}.$$

The numerical solution gives $-2.691$ V. Leaving 1% of the electrons takes $-2.608$ V.

Once the electron term is negligible, $\psi_b=V-V_{\rm dep}$ and the film potential follows the gate volt for volt. The electron number then falls tenfold for each

$$\frac{kT}{q}\ln10=0.0595\ \text{V}$$

of more negative gate voltage. Between fractions $10^{-4}$ and $10^{-5}$ the numerical solution needs 0.0598 V. The excess comes from the small change in electron charge: $9\times10^{-5}$ of the flat-band charge, multiplied by at most 2.77 V, is at most 0.00025 V. These are ideal values without traps.

## A real oxide film

The parameters lie in the regime of amorphous indium gallium zinc oxide transistors, for which a permittivity near 10 is a rough typical value. Doping and defect densities vary strongly with processing, so the densities below are illustrative. The model's least secure assumptions are the absence of traps and of back-surface charge.

Take $D_{\rm it}=10^{11}$ interface states per square centimetre and electronvolt. Band bending lifts them by $q|\psi_s|$ relative to the Fermi level, where $|\psi_s|=0.226$ V is the film drop. States lifted above that level lose their electrons, if given time to respond. With a sharp Fermi step and constant state density, the added positive charge is $qD_{\rm it}|\psi_s|$, with $|\psi_s|$ in volts. It lies at the interface and increases the oxide drop by

$$\frac{qD_{\rm it}|\psi_s|}{C_{\rm ox}}=0.105\ \text{V}.$$

Bulk traps of density $g=10^{17}$ cm$^{-3}$ eV$^{-1}$ add a charge density $qg|\psi(x)|$. To first order, use the trap-free profile $|\psi|=|\psi_s|(1-x/t)^2$. The voltage relation above then requires the integrals

$$\int_0^t\left(1-\frac{x}{t}\right)^2dx=\frac{t}{3},\qquad \int_0^t x\left(1-\frac{x}{t}\right)^2dx=\frac{t^2}{12}.$$

The extra voltage magnitude is

$$qg|\psi_s|\left(\frac{t}{3C_{\rm ox}}+\frac{t^2}{12\epsilon_s}\right)=0.183\ \text{V}.$$

Numerical integration with the trap charge included in Poisson's equation gives 0.188 V. Added to first order, the two kinds of trap move the depletion-model answer to about $-2.8$ V.

That model keeps the back of the film at zero potential. Removing the thermal electrons takes a negative $\psi_b$, which empties further traps throughout the film. Here $g/N=1$ eV$^{-1}$, so a uniform shift $\psi_b$ would make the bulk traps add roughly 2.5 V of gate voltage per volt of $|\psi_b|$. This is a somewhat low estimate, because the added trap charge makes the shift larger toward the gate. Leaving 1% of the electrons needs $\psi_b\approx-0.09$ V, which adds about 0.2 V to the bulk-trap shift.

Negative charge on the back surface acts the other way. A density $N_s=10^{11}$ cm$^{-2}$ is balanced, in the depletion model, by donors in an empty layer $N_s/N=10$ nm thick at the back. This layer is thinner than the Debye length, so at 300 K the back charge alone empties it only partly, and the sharp edge is an idealization. The gate must deplete the other 40 nm. Setting $w=40$ nm gives

$$V=-(0.8\times2.320+0.8^2\times0.226)\ \text{V}=-2.00\ \text{V}.$$

This voltage is still counted from flat band of the film without back charge. In the depletion model, this surface charge moves the result by more than either trap density chosen here. The ranking depends on how empty the film must be. At 300 K the back charge shifts the voltage by about 0.53 V for each remaining fraction from 1% to 0.01%. The bulk-trap shift grows from 0.42 V at 1% of the electrons left to 0.58 V at 0.1%.

Oxide breakdown is remote in this example. The oxide field is $2.32\ \text{V}/100\ \text{nm}=0.232$ MV/cm, against a rough breakdown field of 10 MV/cm for good silicon dioxide. Holes are also negligible in equilibrium: the band bending is 0.226 eV, while the gap is roughly 3 eV. For this film, charge in traps and on the back surface matters far more to the depletion voltage.
